# When Matrix Algebra Overtakes FFTs in Plane-Wave Silicon Calculations: a program that tests the result

```python
"""Crossover of cubic matrix work and FFT work in a plane-wave sweep.

Result under test: the times are equal at N atoms, where
    N = A log2(g N),   A = 10 r t eta / (pi b),   g = v (2 kc / pi)^3.
r: matrix-product rate / FFT rate;  t: FFTs per band and sweep;
eta: part of the FFT lines left after skipping empty ones;
b: bands per atom;  v: volume per atom;  kc = sqrt(2 Ecut).
Hartree atomic units. One flop is one real addition or multiplication.
A sweep has one Cholesky orthogonalization and one Rayleigh-Ritz step.
"""
import os
os.environ["OMP_NUM_THREADS"] = "1"
os.environ["OPENBLAS_NUM_THREADS"] = "1"
import time
import numpy as np
import scipy.fft
from scipy.constants import physical_constants, angstrom
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import lambertw

rng = np.random.default_rng(7)
BOHR = physical_constants["Bohr radius"][0]
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Inputs: rough silicon volume, cutoff, and round model parameters
VOLUME_A3 = 20.0
VOLUME = VOLUME_A3 * (angstrom / BOHR) ** 3
ECUT = 10.0
BANDS = 2
H_APPS = 3
TRANSFORMS = 2 * H_APPS + 1
EFF_MATRIX, EFF_FFT = 0.8, 0.1
RATIO = EFF_MATRIX / EFF_FFT
PRUNE = (np.pi / 16 + 0.5 + 1.0) / 3
PROJECTORS = 8      # per atom, used only in the projector variant
DIAG_FLOPS = 20.0   # per bands^3, used only in the diagonalization variant


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


# ---------- arithmetic that counts its own flops ----------
class Counted:
    flops = 0
    __slots__ = ("z",)

    def __init__(self, z):
        self.z = complex(z)

    def __add__(self, other):
        Counted.flops += 2
        return Counted(self.z + other.z)

    def __sub__(self, other):
        Counted.flops += 2
        return Counted(self.z - other.z)

    def __mul__(self, other):
        Counted.flops += 6
        return Counted(self.z * other.z)


def counted_dot(x, y):
    total = Counted(0)
    for p, q in zip(x, y):
        total = total + Counted(p) * Counted(q)
    return total.z


def counted_matmul(a, b):
    return np.array([[counted_dot(row, col) for col in b.T] for row in a])


def counted_fft(x):
    n = len(x)
    if n == 1:
        return x
    even, odd = counted_fft(x[::2]), counted_fft(x[1::2])
    low, high = [], []
    for k in range(n // 2):
        turned = Counted(np.exp(-2j * np.pi * k / n)) * odd[k]
        low.append(even[k] + turned)
        high.append(even[k] - turned)
    return low + high


def counted_sweep(c, h):
    """Cholesky orthogonalization, Rayleigh-Ritz and rotation.
    The small factorizations and the product h @ q are not counted."""
    Counted.flops = 0
    n_pw, n_b = c.shape
    s = np.zeros((n_b, n_b), complex)
    for i in range(n_b):
        for j in range(i + 1):
            s[i, j] = counted_dot(c[:, i].conj(), c[:, j])
            s[j, i] = s[i, j].conjugate()
    low = np.linalg.cholesky(s)
    q = np.zeros_like(c)
    for j in range(n_b):
        col = [Counted(z) for z in c[:, j]]
        for k in range(j):
            factor = Counted(low[j, k].conjugate())
            col = [z - Counted(w) * factor for z, w in zip(col, q[:, k])]
        inverse = Counted(1 / low[j, j])
        q[:, j] = [(z * inverse).z for z in col]
    h_sub = counted_matmul(q.conj().T, h @ q)
    values, vectors = np.linalg.eigh((h_sub + h_sub.conj().T) / 2)
    return values, counted_matmul(q, vectors), Counted.flops


# Test: radix-2 FFT gives the right transform with 5 n log2 n flops
signal = random_complex(256)
Counted.flops = 0
spectrum = np.array([v.z for v in counted_fft([Counted(z) for z in signal])])
fft_flops = Counted.flops
assert np.allclose(spectrum, np.fft.fft(signal))
assert fft_flops == 5 * 256 * 8

# Test: the sweep is correct; its part quadratic in the band number is 24.
# Doubling the bands and subtracting twice the count removes linear terms.
n_pw_test, n_b_test = 40, 6
h_test = random_complex(n_pw_test, n_pw_test)
h_test = h_test + h_test.conj().T
sweep_flops = []
for n_b in (n_b_test, 2 * n_b_test):
    c_test = random_complex(n_pw_test, n_b)
    values, bands, flops = counted_sweep(c_test, h_test)
    reference = eigh(c_test.conj().T @ h_test @ c_test,
                     c_test.conj().T @ c_test, eigvals_only=True)
    assert np.allclose(values, reference)
    assert np.allclose(bands.conj().T @ bands, np.eye(n_b))
    sweep_flops.append(flops)
matrix_coefficient = ((sweep_flops[1] - 2 * sweep_flops[0])
                      / (2 * n_b_test**2 * n_pw_test))
assert matrix_coefficient == 24

# Test: separable projectors cost 16 flops per projector, band, plane wave
proj = random_complex(n_pw_test, 5)
Counted.flops = 0
applied = counted_matmul(proj, counted_matmul(proj.conj().T, c_test))
assert np.allclose(applied, (proj @ proj.conj().T) @ c_test)
assert Counted.flops == 16 * 5 * c_test.shape[1] * n_pw_test


# ---------- aliasing: the smallest grid for V psi inside the sphere ----------
def product_error(m, n):
    potential, psi = random_complex(4 * m + 1), random_complex(2 * m + 1)
    direct = np.convolve(potential, psi)[2 * m:4 * m + 1]
    v_grid, psi_grid = np.zeros(n, complex), np.zeros(n, complex)
    np.add.at(v_grid, np.arange(-2 * m, 2 * m + 1) % n, potential)
    psi_grid[np.arange(-m, m + 1) % n] = psi
    result = np.fft.fft(np.fft.ifft(v_grid) * np.fft.ifft(psi_grid)) * n
    return np.max(np.abs(result[np.arange(-m, m + 1) % n] - direct))


alias_safe, alias_short = product_error(6, 25), product_error(6, 24)
assert alias_safe < 1e-11 and alias_short > 1e-3


# ---------- pruned transforms ----------
def sphere_mask(radius):
    m = int(np.floor(radius))
    i2 = np.arange(-m, m + 1) ** 2
    return (i2[:, None, None] + i2[None, :, None] + i2) <= radius**2


def line_count(inside, n):
    columns = inside.any(axis=2).sum()
    planes = inside.any(axis=(1, 2)).sum()
    return int(columns + planes * n + n * n)


def pruned_inverse(cube):
    work, lines = cube.copy(), 0
    for axis in (2, 1, 0):
        view = np.moveaxis(work, axis, -1)
        filled = np.any(view != 0, axis=-1)
        view[filled] = np.fft.ifft(view[filled], axis=-1)
        lines += int(filled.sum())
    return work, lines


small = sphere_mask(3.5)
cube = np.zeros((16, 16, 16), complex)
places = (np.argwhere(small) - 3) % 16
cube[tuple(places.T)] = random_complex(len(places))
pruned, lines_done = pruned_inverse(cube)
assert np.allclose(pruned, np.fft.ifftn(cube))
assert lines_done == line_count(small, 16)
prune_counted = line_count(sphere_mask(50.0), 201) / (3 * 201**2)
assert abs(prune_counted / PRUNE - 1) < 0.01   # surface error of order 1/50

# Test: real orbitals: two bands per FFT, overlaps from half the sphere
half = random_complex(2, 8)
half[:, 0] = half[:, 0].real
full = np.zeros((2, 32), complex)
full[:, :8] = half
full[:, -7:] = half[:, :0:-1].conj()
packed = np.fft.ifft(full[0] + 1j * full[1])
assert np.allclose(packed.real, np.fft.ifft(full[0]))
assert np.allclose(packed.imag, np.fft.ifft(full[1]))
half_overlap = (half[0, 0] * half[1, 0]).real + 2 * (
    half[0, 1:].real @ half[1, 1:].real + half[0, 1:].imag @ half[1, 1:].imag)
assert np.isclose(half_overlap, np.vdot(full[0], full[1]))


# ---------- times in units of one matrix-product flop ----------
def sizes(atoms, ecut=ECUT):
    kc = np.sqrt(2 * ecut)
    return (atoms * VOLUME * kc**3 / (6 * np.pi**2),
            atoms * VOLUME * (2 * kc / np.pi) ** 3)


def times(atoms, ratio=RATIO, prune=PRUNE, ecut=ECUT, projectors=0,
          diag=0.0, real_orbitals=False):
    n_pw, n_grid = sizes(atoms, ecut)
    n_b = BANDS * atoms
    fft = ratio * TRANSFORMS * n_b * prune * 5 * n_grid * np.log2(n_grid)
    matrix = matrix_coefficient * n_b**2 * n_pw
    matrix += 16 * H_APPS * projectors * atoms * n_b * n_pw
    matrix += diag * ratio * n_b**3   # diagonalization at the FFT rate
    if real_orbitals:
        fft, matrix = fft / 2, matrix / 4
    return matrix, fft


def crossing(**options):
    def log_ratio(atoms):
        matrix, fft = times(atoms, **options)
        return np.log(matrix / fft)
    return brentq(log_ratio, 1.0, 1e7, xtol=1e-9)


def closed_form(prefactor, grid_per_atom, branch=-1):
    a = prefactor * grid_per_atom / np.log(2)
    return -a * lambertw(-1 / a, branch).real / grid_per_atom


pw_atom, grid_atom = sizes(1.0)
prefactor = 10 * RATIO * TRANSFORMS * PRUNE / (np.pi * BANDS)
n_cross = closed_form(prefactor, grid_atom)
assert np.isclose(n_cross, crossing(), rtol=1e-8)
assert abs(grid_atom * closed_form(prefactor, grid_atom, 0) - 1) < 1e-3

n_equal = crossing(ratio=1.0)
n_unpruned = crossing(prune=1.0)
n_40ry = crossing(ecut=2 * ECUT)
n_gamma = crossing(real_orbitals=True)
n_projectors = crossing(projectors=PROJECTORS)
n_diag = crossing(diag=DIAG_FLOPS)
assert np.isclose(n_gamma, closed_form(2 * prefactor, grid_atom), rtol=1e-8)
assert 0 < n_40ry / n_cross - 1 < 0.1   # cutoff acts only through the log

slope = 1 / (1 - 1 / np.log(grid_atom * n_cross))
step = 1e-3
slope_numeric = np.log(crossing(ratio=RATIO * np.exp(step))
                       / crossing(ratio=RATIO * np.exp(-step))) / (2 * step)
assert abs(slope - slope_numeric) < 1e-5

# ---------- explicit supercells with 8 s^3 atoms ----------
edge = (8 * VOLUME) ** (1 / 3)
table = []
for s in range(1, 8):
    atoms = 8 * s**3
    radius = np.sqrt(2 * ECUT) * s * edge / (2 * np.pi)
    inside = sphere_mask(radius)
    n_pw = int(inside.sum())
    n = scipy.fft.next_fast_len(4 * int(np.floor(radius)) + 1)
    n_b = BANDS * atoms
    fft = (RATIO * TRANSFORMS * n_b * line_count(inside, n)
           * 5 * n * np.log2(n))
    matrix = matrix_coefficient * float(n_b) ** 2 * n_pw
    table.append((atoms, n_pw, n, matrix / fft))
log_ratios = np.log([row[3] for row in table])
assert np.all(np.diff(log_ratios) > 0)
n_explicit = np.exp(np.interp(0.0, log_ratios,
                              np.log([row[0] for row in table])))
assert log_ratios[0] < 0 < log_ratios[-1]
# Integer FFT lengths change the grid volume by up to about ten per cent
assert abs(n_explicit / n_cross - 1) < 0.10
assert abs(table[-1][1] / (table[-1][0] * pw_atom) - 1) < 0.01


# ---------- rates of both kernels on this core ----------
def best_time(action, repeats=5):
    action()
    records = []
    for _ in range(repeats):
        start = time.perf_counter()
        action()
        records.append(time.perf_counter() - start)
    return min(records)


block = random_complex(10000, 200)
block_dagger = np.ascontiguousarray(block.conj().T)
field = random_complex(96, 96, 96)
rate_matrix = (8 * 200**2 * 10000
               / best_time(lambda: block_dagger @ block) / 1e9)
rate_fft = (5 * field.size * np.log2(field.size)
            / best_time(lambda: scipy.fft.fftn(field, workers=1)) / 1e9)
ratio_measured = rate_matrix / rate_fft
assert ratio_measured > 1
n_measured = crossing(ratio=ratio_measured)

# ---------- output ----------
n_pw_cross, n_grid_cross = sizes(n_cross)
memory = 16 * n_pw_cross * BANDS * n_cross / 1e9
print(f"Volume per atom (rough input): {VOLUME_A3:.0f} A^3")
print(f"Volume per atom: {VOLUME:.1f} bohr^3")
print(f"Cubic 8-atom cell edge: {edge:.2f} bohr")
print(f"Cutoff: {ECUT:.0f} hartree = {2*ECUT:.0f} Ry"
      f" = {ECUT*HARTREE_EV:.0f} eV")
print(f"Cutoff wave number kc: {np.sqrt(2*ECUT):.3f} 1/bohr")
print(f"Bands per atom b: {BANDS}")
print(f"H applications per sweep: {H_APPS}; FFTs per band t: {TRANSFORMS}")
print(f"Plane waves per atom: {pw_atom:.1f}")
print(f"Grid points per atom g: {grid_atom:.0f}")
print(f"Grid points per plane wave: {grid_atom/pw_atom:.2f}")
print(f"Aliasing error, m=6, 25 points: {alias_safe:.1e}")
print(f"Aliasing error, m=6, 24 points: {alias_short:.1e}")
print(f"Counted flops of a 256-point FFT: {fft_flops}")
print(f"Counted matrix flops / (bands^2 PW): {matrix_coefficient:.0f}")
print(f"Pruning factor eta, formula: {PRUNE:.4f}")
print(f"Pruning factor, counted at radius 50: {prune_counted:.4f}")
print(f"Model efficiencies, matrix and FFT: {EFF_MATRIX}, {EFF_FFT}")
print(f"Rate ratio r: {RATIO:.1f}")
print(f"Prefactor A: {prefactor:.2f} atoms")
print(f"log2 of grid size at crossover: {np.log2(n_grid_cross):.2f}")
print(f"CROSSOVER: {n_cross:.0f} atoms")
print(f"Bands at crossover: {BANDS*n_cross:.0f}")
print(f"Plane waves at crossover: {n_pw_cross:.3e}")
print(f"Grid points at crossover: {n_grid_cross:.3e}")
print(f"Coefficient memory at crossover: {memory:.1f} GB (10^9 bytes)")
print(f"d ln N / d ln r, formula: {slope:.4f}")
print(f"d ln N / d ln r, numerical: {slope_numeric:.4f}")
print(f"Crossover, equal efficiencies (r=1): {n_equal:.0f} atoms")
print(f"Crossover, no pruning: {n_unpruned:.0f} atoms")
print(f"Crossover at {4*ECUT:.0f} Ry: {n_40ry:.0f} atoms")
print(f"Crossover, real orbitals at Gamma: {n_gamma:.0f} atoms")
print(f"Crossover with {PROJECTORS} projectors per atom in"
      f" reciprocal space: {n_projectors:.0f} atoms")
print(f"Crossover with {DIAG_FLOPS:.0f} bands^3 flops of"
      f" diagonalization at FFT rate: {n_diag:.0f} atoms")
print("Explicit supercells: atoms, plane waves, FFT length, time ratio"
      " matrix/FFT")
for atoms, n_pw, n, quotient in table:
    print(f"  {atoms:5d} {n_pw:7d} {n:4d} {quotient:7.3f}")
print(f"Crossover interpolated from supercells: {n_explicit:.0f} atoms")
print(f"Measured here, matrix product: {rate_matrix:.2g} Gflop/s")
print(f"Measured here, 96^3 FFT: {rate_fft:.2g} Gflop/s")
print(f"Measured rate ratio (varies by machine): {ratio_measured:.2g}")
print(f"Crossover with measured ratio: {n_measured:.0f} atoms")
print("ALL CHECKS PASSED")
```

It prints:

```
Volume per atom (rough input): 20 A^3
Volume per atom: 135.0 bohr^3
Cubic 8-atom cell edge: 10.26 bohr
Cutoff: 10 hartree = 20 Ry = 272 eV
Cutoff wave number kc: 4.472 1/bohr
Bands per atom b: 2
H applications per sweep: 3; FFTs per band t: 7
Plane waves per atom: 203.9
Grid points per atom g: 3115
Grid points per plane wave: 15.28
Aliasing error, m=6, 25 points: 4.0e-15
Aliasing error, m=6, 24 points: 1.8e+00
Counted flops of a 256-point FFT: 10240
Counted matrix flops / (bands^2 PW): 24
Pruning factor eta, formula: 0.5654
Pruning factor, counted at radius 50: 0.5656
Model efficiencies, matrix and FFT: 0.8, 0.1
Rate ratio r: 8.0
Prefactor A: 50.40 atoms
log2 of grid size at crossover: 21.70
CROSSOVER: 1094 atoms
Bands at crossover: 2187
Plane waves at crossover: 2.229e+05
Grid points at crossover: 3.406e+06
Coefficient memory at crossover: 7.8 GB (10^9 bytes)
d ln N / d ln r, formula: 1.0712
d ln N / d ln r, numerical: 1.0712
Crossover, equal efficiencies (r=1): 116 atoms
Crossover, no pruning: 2012 atoms
Crossover at 40 Ry: 1174 atoms
Crossover, real orbitals at Gamma: 2295 atoms
Crossover with 8 projectors per atom in reciprocal space: 102 atoms
Crossover with 20 bands^3 flops of diagonalization at FFT rate: 1022 atoms
Explicit supercells: atoms, plane waves, FFT length, time ratio matrix/FFT
      8    1647   30   0.010
     64   13133   60   0.068
    216   43819   88   0.219
    512  104415  120   0.457
   1000  203965  147   0.904
   1728  351915  175   1.542
   2744  559499  210   2.197
Crossover interpolated from supercells: 1109 atoms
Measured here, matrix product: 34 Gflop/s
Measured here, 96^3 FFT: 2.6 Gflop/s
Measured rate ratio (varies by machine): 13
Crossover with measured ratio: 1849 atoms
ALL CHECKS PASSED
```
